# Band-Centre Shift of a Nearly Filled d Band at an fcc(111) Surface

## Problem

The first step of surface oxidation is the bonding of oxygen to surface metal atoms. Their d states differ from those of the bulk because surface atoms have fewer neighbours. Consider an fcc metal whose d band has a rectangular density of states, bulk width \(W_b=7\) eV and filling \(f=0.9\), that is, 9 of 10 d electrons per atom. The (111) surface is clean, flat and unrelaxed. Hopping connects nearest neighbours only.

1. Show how the width of the local d band depends on the number of neighbours, and find the surface width.
2. Find the d filling of a surface atom if its band centre stayed at the bulk position.
3. Require each atom to keep its bulk d count, and find the shift of the surface band centre. Discuss its sign and limits.
4. Estimate how far the main neglected effects move the result.
5. Determine what the shift implies for the bond to a filled oxygen-like level.

## Solution

### 1. Width from the second moment

Let \(|im\rangle\) be the five d orbitals on atom \(i\), taken as orthonormal, and let \(|n\rangle\) be the eigenstates of the one-electron Hamiltonian \(H\), with energies \(E_n\). The local density of states per orbital and spin is

\[
D_i(E)=\frac15\sum_{m}\sum_n |\langle im|n\rangle|^2\,\delta(E-E_n).
\]

Multiplying by \(E^p\), integrating, and using \(\sum_n|n\rangle E_n^p\langle n|=H^p\) gives

\[
\int E^pD_i(E)\,dE=\frac15\sum_m\langle im|H^p|im\rangle .
\]

Let all five orbitals of atom \(i\) have the same site energy \(\varepsilon_i\), so that crystal-field splitting is neglected. The case \(p=1\) then gives \(\varepsilon_i\): the band centre, defined as the first moment, is the site energy. For \(p=2\), insert a complete set of orbitals between the two factors of \(H\). With \(H_{ij}\) the \(5\times5\) hopping block between atoms \(i\) and \(j\),

\[
\int E^2D_i\,dE=\varepsilon_i^2+\frac15\sum_{j\ne i}\mathrm{Tr}(H_{ij}H_{ji}).
\]

Subtracting the square of the mean leaves the variance

\[
\mu_2=\frac15\sum_{j\neq i}\mathrm{Tr}(H_{ij}H_{ji}).
\]

No site energy appears in it, so a later shift of the surface site energy does not alter the surface second moment.

If the orbitals are quantized along the bond, the hopping block is diagonal, with entries \(dd\sigma\), \(dd\pi\) (twice) and \(dd\delta\) (twice). Another bond direction only rotates this matrix, which leaves the trace unchanged. Each of the \(z\) neighbours therefore contributes equally:

\[
\mu_2=\frac z5\left[(dd\sigma)^2+2(dd\pi)^2+2(dd\delta)^2\right].
\]

This holds for the average over the five orbitals; a single orbital need not follow it.

For a rectangle of width \(W\) and height \(1/W\), with \(x\) measured from its centre,

\[
\mu_2=\frac1W\int_{-W/2}^{W/2}x^2dx
=\frac1W\cdot\frac23\left(\frac W2\right)^3=\frac{W^2}{12}.
\]

Hence \(W\propto\sqrt{\mu_2}\propto\sqrt z\), provided that the surface band is also taken as rectangular.

The 12 fcc neighbours lie along \((\pm1,\pm1,0)\) and the permutations of these vectors. The sum of the components gives the height along (111). It is zero for six neighbours, positive for three and negative for three. The surface removes the upper three, so \(z_b=12\) and \(z_s=9\), and

\[
W_s=W_b\sqrt{\frac{z_s}{z_b}}=7\ \text{eV}\times0.8660=6.062\ \text{eV}.
\]

The second moment falls from 4.083 to 3.062 eV².

### 2. The surface atom without a shift

Measure energies from the common Fermi level, \(E_F=0\), which is set by the bulk. At low temperature a rectangular band centred at \(\varepsilon\) is filled from \(\varepsilon-W/2\) up to zero:

\[
f=\frac{0-(\varepsilon-W/2)}{W}=\frac12-\frac{\varepsilon}{W}
\quad\Longrightarrow\quad
\varepsilon=-\left(f-\frac12\right)W .
\]

For the bulk, \(\varepsilon_b=-0.4\times7=-2.800\) eV. If the narrower surface band kept this centre, its filling would be

\[
f'=\frac12+\frac{2.800}{6.062}=0.9619 .
\]

The atom would hold \(10(0.9619-0.9)=0.619\) electrons too many. Narrowing about a fixed centre pulls the upper band edge down, and in a nearly filled band this carries empty states below the Fermi level.

### 3. The neutral surface atom

The excess electrons repel one another and raise the site energy, which empties states until the charge is nearly restored. Local neutrality is the limit in which the restoration is complete. It is applied here to the d electrons alone, so the sp count per atom is also held fixed. With the same \(f\) at the surface,

\[
\varepsilon_s=-\left(f-\frac12\right)W_s=-0.4\times6.062=-2.425\ \text{eV}.
\]

Subtracting the bulk centre gives

\[
\Delta\varepsilon=\varepsilon_s-\varepsilon_b
=\left(f-\frac12\right)(W_b-W_s)
=\left(f-\frac12\right)W_b\left(1-\sqrt{\frac{z_s}{z_b}}\right),
\]

\[
\boxed{\Delta\varepsilon=-2.425-(-2.800)=+0.375\ \text{eV}}
\]

The centre moves up, towards the Fermi level, by about 0.38 eV, or 36 kJ/mol. This is a shift of one-electron levels and not a binding energy.

For the rectangular band the sign follows from the filling, since \(W_b-W_s\) is positive. For \(f>1/2\) the shift is upward. At \(f=1/2\) the Fermi level sits at the band centre, symmetric narrowing changes no charge, and the shift vanishes. For \(f<1/2\) narrowing expels electrons, and the centre must move down to recover them. As \(f\to1\) the shift of the rectangular band tends to \((W_b-W_s)/2\); a more realistic band shape can give much less there, as section 4 shows. At \(f=1\) itself the condition loses its force, because any position of the band wholly below \(E_F\) keeps it full.

### 4. How far the result can be trusted

**Band shape.** A five-orbital tight-binding slab of nine layers removes the rectangular assumption. Its hoppings, \(dd\sigma=-0.935\), \(dd\pi=0.624\) and \(dd\delta=-0.156\) eV, reproduce the bulk second moment of 4.083 eV². Its bulk band is about 8.2 eV wide from edge to edge (the sampled mesh, which just misses the extreme levels, gives 8.14 eV), so "7 eV" here means the width of the rectangle with equal variance. When every layer is made neutral at the bulk Fermi level, with a numerical smearing of 0.10 eV, the surface layer shifts by 0.38 eV and the second layer by 0.01 eV. Reducing the smearing to 0.04 eV on a finer mesh raises each value by about 0.01 eV.

The agreement at the surface is closer than the model warrants, since the slab's Fermi level lies 2.58 eV above the bulk band centre and not 2.80 eV. At \(f=0.2\) the slab gives −0.33 eV and the formula −0.28 eV. The sign is thus reversed at low filling, and the formula's magnitude is about 15 percent below the slab's. The error depends on the filling: at \(f=0.8\) a similar slab of seven layers gives 0.35 eV and the formula 0.28 eV. At half filling that slab still shows a small upward shift of a few hundredths of an eV, because its band is not symmetric. The sign change at exactly \(f=1/2\) therefore belongs to the rectangle, and here it comes near \(f=0.4\). The formula also fails close to complete filling: at \(f=0.97\) the seven-layer slab, with a smearing of 0.10 eV, gives about 0.3 eV and the formula 0.44 eV.

**Incomplete neutrality.** Let an excess of \(\Delta N\) electrons raise the site energy by \(\delta=U\Delta N\), where \(U\) is an effective charge stiffness. With the centre at \(\varepsilon_b+\delta\),

\[
\Delta N=10\left[\frac12-\frac{\varepsilon_b+\delta}{W_s}-f\right]
=\frac{10}{W_s}\left[-\varepsilon_b-\left(f-\frac12\right)W_s-\delta\right]
=\frac{10}{W_s}(\Delta\varepsilon-\delta),
\]

because \(-\varepsilon_b=(f-1/2)W_b\). Inserting this in \(\delta=U\Delta N\) and solving for \(\delta\),

\[
\delta=\frac{\Delta\varepsilon}{1+W_s/(10U)} .
\]

Large \(U\) restores neutrality, and \(U\to0\) removes the shift. For \(U=5\) eV the shift is 0.335 eV, and \(0.335/5=0.067\) excess electron remains.

**Exchange with the sp band.** If the surface atom gains 0.10 d electron from its sp states, its filling becomes 0.91. The centre is then at \(-0.41\times6.062\) eV, and the shift falls to 0.315 eV. A loss of d electrons acts the other way.

**Relaxation.** Bonds to the second layer have a squared height of \(2/3\) of their squared length. Contracting the outer layer spacing by 1 percent multiplies their squared length by \(\tfrac13+\tfrac23(0.99)^2=0.9867\). If hopping varies as the inverse fifth power of distance, its square varies as the inverse fifth power of the squared length, so each of these three bonds contributes \(0.9867^{-5}=1.069\) times as much. The surface band widens, and the shift falls to 0.347 eV. An expansion raises it.

**Spin-orbit coupling.** The on-site term \(\xi\,\mathbf L\cdot\mathbf S\), with \(\mathbf L\) and \(\mathbf S\) in units of \(\hbar\), has zero mean over the d shell. Its mean square is \(\xi^2\,l(l+1)s(s+1)/3=1.5\,\xi^2\) for \(l=2\), \(s=1/2\). With \(\xi=0.50\) eV this is 0.375 eV², which does not depend on the number of neighbours. If the total bulk second moment is held at 4.083 eV², only the remainder is reduced at the surface:

\[
\mu_{2,s}=0.75\,(4.083-0.375)+0.375=3.156\ \text{eV}^2 .
\]

The width is then \(\sqrt{12\times3.156}=6.154\) eV, and the shift is 0.338 eV.

**Temperature.** At 600 K the thermal change is below \(10^{-6}\) eV, because the rectangle is flat at \(E_F\) and its upper edge lies 0.606 eV away at the surface. A sloping density of states would give a larger change.

The posed values lie roughly in the regime of a late 5d fcc transition metal, for which a d width of several eV, about nine d electrons and a spin-orbit coupling of some tenths of an eV are typical. In such a metal the d count is not strictly fixed, the surface relaxes, and spin-orbit coupling is appreciable. Taken one at a time, with the sizes and signs chosen above, these effects lower the shift to between 0.31 and 0.35 eV. They can also act together: the sp gain, the contraction and the spin-orbit term lower the shift by 0.061, 0.028 and 0.037 eV, and since these reductions nearly add, about 0.25 eV would remain. Incomplete neutrality would lower it further, while a loss of d electrons or an expansion would raise it. A fair reading of the result is therefore an upward shift of a few tenths of an eV for a clean terrace. Steps have other coordination numbers, and adsorbed oxygen itself changes the surface d band.

### 5. Meaning for the oxygen bond

Take one filled adsorbate level at \(\varepsilon_a<0\), coupled to the surface band with total strength \(V^2\) spread evenly over the width \(W_s\). Mixing with an occupied band state lowers one level and raises the other equally, so it gives no net energy. Mixing with an empty state at \(E>0\) lowers the filled level by \(|V_E|^2/(E-\varepsilon_a)\) in second order. Summing over the empty states up to the band top \(E_{\rm top}\), with a factor 2 for spin,

\[
\Delta E=-\frac{2V^2}{W_s}\int_0^{E_{\rm top}}\frac{dE}{E-\varepsilon_a}
=-\frac{2V^2}{W_s}\ln\frac{E_{\rm top}-\varepsilon_a}{-\varepsilon_a}.
\]

At fixed \(W_s\), \(V\) and \(\varepsilon_a\), and as long as the Fermi level lies within the band, raising the centre raises \(E_{\rm top}\) and makes \(\Delta E\) more negative. For \(\varepsilon_a=-4.0\) eV and \(V=0.2\) eV the formula gives −1.86 meV, and direct diagonalization gives −1.87 meV. At the stronger coupling \(V=1.5\) eV, diagonalization gives −0.14 eV with the shifted centre and −0.06 eV with the centre held at its bulk position. Neglecting the neutrality shift would thus lose more than half of this part of the bond.

This comparison holds the width fixed, so it does not compare a surface atom with one of bulk coordination. For that, the width must change too. Neutrality then puts the band top at \(E_{\rm top}=\varepsilon+W/2=(1-f)W\), which falls from 0.700 eV in the bulk to 0.606 eV at the surface. With \(x=(1-f)W/|\varepsilon_a|\), the second-order result becomes

\[
\Delta E=-\frac{2V^2(1-f)}{|\varepsilon_a|}\,\frac{\ln(1+x)}{x}.
\]

The last factor is the average of \(1/(1+t)\) over \(0<t<x\), so it grows as the band narrows. From \(x=0.700/4.0=0.175\) to \(x=0.606/4.0=0.152\) it rises from 0.922 to 0.931, about 1 percent. At equal coupling and filling, the narrower neutral rectangle therefore binds the level only slightly more strongly, although its centre has moved by 0.38 eV. The 1 percent applies to weak coupling; at \(V=1.5\) eV the difference is about 6 percent. Even the sign of this small difference depends on the band shape: with the densities of states of the five-orbital slab and bulk, averaged over the five orbitals, the surface atom binds the level 1 to 2 percent more weakly than an atom of bulk coordination at weak coupling, and at \(V=1.5\) eV the two agree to within about 1 percent. This near-equality holds only for the orbital average. In the same slab, a level coupled only to the d orbital that points along the surface normal is bound more weakly at the surface than in the bulk by a third to nearly a half.

The centre shift is thus an indicator of reactivity when width and coupling are comparable, and not a bond energy by itself. Overlap repulsion, sp bonding and oxygen–oxygen interaction are absent here, so the shift alone does not fix the oxygen pressure or temperature at which oxidation begins.

## Computed results

```
d-band filling: 0.90
bulk width: 7.000 eV
bulk neighbours: 12
surface neighbours: 9
of these in the surface plane: 6
bulk second moment: 4.083 eV^2
surface second moment (slab): 3.062 eV^2
second-moment ratio (slab): 0.750000
width ratio: 0.8660
surface width: 6.062 eV
bulk centre from E_F: -2.800 eV
surface centre from E_F: -2.425 eV
SHIFT, formula: 0.3751 eV
SHIFT, level counting: 0.3751 eV
SHIFT, converted: 36.2 kJ/mol
surface filling if centre unshifted: 0.9619
excess d electrons if unshifted: 0.619
bulk band top from E_F: 0.700 eV
surface band top from E_F: 0.606 eV
-- tight-binding slab, every layer neutral --
layers: 9
numerical smearing: 0.10 eV
dd-sigma hopping: -0.935 eV
dd-pi hopping: 0.624 eV
dd-delta hopping: -0.156 eV
bulk band edge to edge: 8.14 eV
bulk E_F above band centre: 2.58 eV
surface-layer shift: 0.38 eV
second-layer shift: 0.01 eV
middle-layer shift: 0.00 eV
low filling for sign test: 0.20
surface shift at low filling, slab: -0.33 eV
same, rectangular formula: -0.28 eV
-- neglected effects: shift with each included --
charge stiffness: 5.0 eV
shift with this stiffness: 0.335 eV
d electrons gained from sp band: 0.10
shift with this gain: 0.315 eV
outer spacing contraction: 1.0 percent
shift with contraction: 0.347 eV
spin-orbit coupling: 0.50 eV
spin-orbit second moment: 0.375 eV^2
shift with spin-orbit: 0.338 eV
temperature: 600 K
change of shift by temperature: -3.5e-07 eV
-- filled adsorbate level on the surface band --
adsorbate level from E_F: -4.0 eV
coupling: 1.5 eV
bond energy, centre shifted: -0.14 eV
bond energy, centre unshifted: -0.06 eV
weak coupling for formula test: 0.2 eV
weak-coupling energy, diagonalized: -1.87 meV
weak-coupling energy, formula: -1.86 meV
```
